# Reading a monolayer's polarisability from a supercell dielectric constant

## The problem

An insulating monolayer is described in a periodic cell. The layer lies in the $xy$ plane, and the cell repeats along $z$ with height $L_1=20$ Å, most of which is vacuum. The static electronic dielectric constant for a field in the plane is $\varepsilon(L_1)=3$. The ions are held fixed, and the layer responds equally in all directions of its plane.

(a) What is the two-dimensional polarisability $\alpha$ of the layer, defined as the in-plane dipole moment per unit area divided by the in-plane field?

(b) What dielectric constant will the same calculation give if the cell height is raised to $L_2=40$ Å, with the layer itself unchanged?

Gaussian units are used, so that $\mathbf D=\mathbf E+4\pi\mathbf P$. Dipole per area has the same dimension as field times length, and $\alpha$ is therefore a length.

## A tempting solution

A dielectric constant is an intensive property. Doubling the volume of a crystal does not change it, and a well-converged calculation should not depend on the size of the cell. Hence the answer to (b) is $\varepsilon(L_2)=3$.

For (a), the polarisation is $P=(\varepsilon-1)E/4\pi$. A cell of height $L$ then carries the dipole per area $PL$, so that

$$\alpha=\frac{PL}{E}=\frac{L(\varepsilon-1)}{4\pi}.$$

With $L=20$ Å this gives some value of $\alpha$, and the problem seems to be solved.

## Where it fails

The two answers contradict each other. If $\varepsilon$ stayed at 3 when $L$ went from 20 to 40 Å, the formula for $\alpha$ would return twice the polarisability. Yet the only thing added was empty space, which has no electrons to polarise.

The formula for $\alpha$ is sound. The fault lies in the appeal to intensivity. A crystal keeps its dielectric constant when its volume doubles because the amount of polarisable matter doubles too. Here the volume doubles and the matter does not. The number 3 belongs to the stack of layers and vacuum, and another height makes another stack.

What has to be shown is that the quantity to hold fixed is $\alpha$. This is not obvious, since the periodic images of the layer also polarise and might act back on it.

## Why the layer's response does not depend on the height

Let $E$ be the macroscopic field along $x$, that is, the total field averaged over the whole cell. Take the total microscopic field $\mathbf E(\mathbf r)$ and average it over the lateral cell at fixed $z$; a bar denotes this average. A static field has no curl, so

$$\partial_z E_x=\partial_x E_z .$$

The lateral average of the right side is zero, because $E_z$ is periodic along the plane and the integral of its derivative over a period vanishes. Therefore

$$\frac{d\bar E_x}{dz}=0,\qquad \bar E_x(z)=E .$$

The laterally averaged in-plane field is the same inside the layer and in the vacuum, whatever the height. The images do not alter it once $E$ is given.

Two other kinds of field could pass from one layer to the next. The first comes from the laterally averaged induced charge. This charge is neutral in total. We assume that an in-plane field induces no dipole along the normal, as is the case for a layer with a horizontal mirror plane or with a rotation axis along the normal. A neutral, laterally uniform charge distribution without a normal dipole has no field outside itself, so it does not reach the neighbours.

The second kind comes from the lateral structure of the induced charge. Consider one component with lateral wavevector $\mathbf G\neq0$. In the vacuum its potential obeys Laplace's equation,

$$\left(\frac{d^2}{dz^2}-G^2\right)\phi_{\mathbf G}(z)=0,$$

and the solution that falls off away from the layer is proportional to $e^{-G|z|}$. The images thus interact through a term that vanishes exponentially with $L$. Its size is worked out below. If it is negligible, and if the electron clouds of neighbouring layers do not overlap, the layer responds to $E$ with the same dipole per area $\alpha E$ at each height considered.

This argument takes the layer's own electronic structure as independent of $L$. In methods where the interaction between electrons and holes is itself screened by the surroundings, such as $GW$ with the Bethe–Salpeter equation, the neighbouring layers also shift the gap and the exciton binding. These shifts fall off more slowly than the exponential term, so the convergence of $\alpha$ with $L$ must then be checked separately.

## The right solution

The dipole per area $\alpha E$ is spread over a cell of height $L$. The dipole per volume is

$$P=\frac{\alpha E}{L}.$$

Insert this in the definition of the dielectric constant:

$$\varepsilon E=D=E+4\pi P=E+\frac{4\pi\alpha}{L}E .$$

Division by $E$ gives

$$\boxed{\varepsilon(L)=1+\frac{4\pi\alpha}{L}}$$

and hence $\alpha=L[\varepsilon(L)-1]/4\pi$. For part (a),

$$\alpha=\frac{20\ \text{Å}\times(3-1)}{4\pi}=\frac{40\ \text{Å}}{4\pi}=3.18\ \text{Å}.$$

For part (b), the product $L(\varepsilon-1)=4\pi\alpha$ is the same at both heights:

$$L_2[\varepsilon(L_2)-1]=L_1[\varepsilon(L_1)-1],$$

$$\varepsilon(L_2)=1+\frac{L_1}{L_2}[\varepsilon(L_1)-1]=1+\frac{20}{40}\times2=2 .$$

It is $\varepsilon-1$ that halves, not $\varepsilon$. As $L\to\infty$ the dielectric constant tends to 1, the value of vacuum, while $\alpha$ stays finite.

In SI units the dipole per area is written $\epsilon_0\chi E$, with a sheet susceptibility $\chi=4\pi\alpha$. Here $\chi=40$ Å $=4.0$ nm. A factor $4\pi$ between two quoted "polarisabilities" may be no more than this difference of convention.

An error $\delta\varepsilon$ in the computed dielectric constant gives

$$\delta\alpha=\frac{L\,\delta\varepsilon}{4\pi}.$$

For $\delta\varepsilon=0.01$ this is 0.016 Å at $L=20$ Å and 0.032 Å at $L=40$ Å. A taller cell suppresses the coupling between images, but at a fixed error in $\varepsilon$ it makes the extraction less precise.

## How large is the coupling between images?

A model with strong lateral structure puts a number on the exponential term. Replace the layer by a square lattice of point dipoles, one per cell of side $a$, with images stacked directly above one another. Each dipole $p$ points along $x$.

The dipole per area in one plane is a sum of delta functions, whose Fourier components all equal $p/a^2$. The bound surface charge is minus the divergence of this density, so its components are $\sigma_{\mathbf G}=-iG_xp/a^2$. The potential is $\phi_{\mathbf G}(z)=\phi_0e^{-G|z|}$. Its normal field jumps by $2G\phi_0$ across the plane, and by Gauss's law the jump is $4\pi\sigma_{\mathbf G}$. Therefore

$$\phi_{\mathbf G}(z)=\frac{2\pi}{G}\sigma_{\mathbf G}e^{-G|z|},$$

$$E_{x,\mathbf G}=-iG_x\phi_{\mathbf G}=-\frac{2\pi G_x^2}{G\,a^2}\,p\,e^{-G|z|}.$$

The longest-range terms have $G=g=2\pi/a$. Of the four such vectors, the two along $\pm x$ contribute and the two along $\pm y$ have $G_x=0$. Two neighbouring planes, at $z=\pm L$, give another factor 2. The field at a dipole, per unit dipole, changes by

$$\delta T=-\frac{8\pi g}{a^2}e^{-gL}.$$

For $a=7$ Å and $L=14$ Å this is $-1.606\times10^{-6}$ Å$^{-3}$. A full Ewald sum over the three-dimensional lattice, taken relative to $L=40$ Å, gives $-1.618\times10^{-6}$ Å$^{-3}$. The difference of 0.8 % is the next term. There are four vectors with $G=\sqrt2\,g$ and $G_x^2=g^2$, and their contribution relative to the leading one is $\sqrt2\,e^{-(\sqrt2-1)gL}$. With $gL=4\pi$ this equals 0.008.

To turn $\delta T$ into a change of $\alpha$, let each dipole have the bare polarisability $\alpha_b$. It responds to the macroscopic field plus the field of the other dipoles:

$$p=\alpha_b(E+Tp)\quad\Rightarrow\quad \alpha=\frac{p}{a^2E}=\frac{1}{a^2(1/\alpha_b-T)} .$$

Differentiation with respect to $T$ gives $\delta\alpha/\alpha=a^2\alpha\,\delta T$ for small $\delta T$. The negative $\delta T$ means that the images slightly lower the response.

With $\alpha_b=51.07$ Å$^3$ the lattice has $\varepsilon=3$ at 20 Å. This one value is fitted. The Ewald sum at 40 Å, with $\alpha_b$ unchanged, then yields $\varepsilon=2.000001$, which tests the prediction with all local fields of the model included. Relative to its value at 40 Å, $\alpha$ is lower by about $1\times10^{-6}$ at $L=20$ Å, by $3\times10^{-4}$ at 14 Å and by 13 % at 7 Å. The simple rule fails in this model when the height becomes comparable with the lateral period. The model has zero thickness. In a layer of finite thickness the exponential runs over the distance between the nearest polarisable planes of neighbouring layers, not over $L$, so the coupling is larger. If the dipoles are split into two planes 6.6 Å apart, one directly above the other, and refitted to $\varepsilon=3$ at 20 Å, $\alpha$ is lower by about $1\times10^{-4}$ at 20 Å and by 2.5 % at 14 Å. It is the vacuum gap that must be large against the lateral period.

## What the number 3 says about the material

It is natural to ask for the dielectric constant of the layer itself. Suppose the layer is a uniform slab of thickness $t$ and dielectric constant $\varepsilon_s$. The in-plane field is $E$ everywhere, so the cell average of $D$ is

$$\varepsilon E=\frac{t\,\varepsilon_sE+(L-t)E}{L},$$

$$\varepsilon=1+\frac{(\varepsilon_s-1)t}{L}.$$

Comparison with the boxed law gives $4\pi\alpha=(\varepsilon_s-1)t$. The supercell fixes this product and neither factor. With $t=6.6$ Å one finds $\varepsilon_s=1+40/6.6=7.06$; with $t=5.0$ Å, $\varepsilon_s=9.00$. A numerical solution of Poisson's equation for either slab returns 3.000 at 20 Å and 2.000 at 40 Å. In-plane data at long wavelength cannot tell the two slabs apart. A quoted $\varepsilon_s$ for a monolayer has a meaning only together with the thickness assumed, whereas $\alpha$ needs no thickness.

## When the field varies along the plane

So far the field was uniform along the plane. For a potential that varies as $e^{iqx}$, the wavelength must be compared with the cell height, and the result shows what an isolated layer does.

Let the external potential be $v_0e^{iqx}$, uniform along $z$, and treat each layer as a thin sheet. If $\phi_s$ is the amplitude of the total potential at a sheet, the in-plane field there is $-iq\phi_s$ and the dipole per area is $-iq\alpha\phi_s$. The induced surface charge is minus its divergence:

$$\sigma=-iq(-iq\alpha\phi_s)=-q^2\alpha\phi_s .$$

Each sheet produces the potential $(2\pi\sigma/q)e^{-q|z|}$, as derived above. At one sheet the contributions of all sheets add up to a geometric series,

$$\sum_{n=-\infty}^{\infty}e^{-q|n|L}=\frac{1+e^{-qL}}{1-e^{-qL}}=\coth\frac{qL}{2}.$$

Hence $\phi_s=v_0-2\pi\alpha q\coth(qL/2)\,\phi_s$, and the external potential is reduced at the sheet by the factor

$$S(q)=\frac{v_0}{\phi_s}=1+2\pi\alpha q\coth\frac{qL}{2}.$$

For $qL\ll1$, $\coth(qL/2)\approx2/(qL)$ and $S\to1+4\pi\alpha/L$, the supercell value. For $qL\gg1$ the hyperbolic cotangent tends to 1 and

$$S\to1+2\pi\alpha q ,$$

which no longer contains $L$. This is the screening by one isolated sheet. It tends to 1 at long wavelength, because the induced charge is proportional to $q^2$ and the potential it produces at the sheet, $2\pi\sigma/q$, is therefore proportional to $q$. The length $2\pi\alpha=20$ Å sets the scale: screening is weak when $q$ is much smaller than its inverse.

At $q=0.05$ Å$^{-1}$ the product $2\pi\alpha q$ equals 1, so an isolated sheet has $S=2.00$. The periodic stack gives 3.16 at $L=20$ Å, 2.31 at 40 Å and 2.00 at 300 Å. That the isolated value coincides with the answer to part (b) is an accident of this choice of $q$. The thin-sheet model also requires $qt\ll1$ for a layer of thickness $t$. At this $q$, an isolated uniform slab with $t=6.6$ Å and the same $\alpha$ has a screening factor of 1.87 at its mid-plane instead of 2.00.

The macroscopic dielectric constant of the periodic stack is defined by the potential averaged over the cell, not by its value at the sheet: $1/\varepsilon_M$ is the averaged total potential divided by $v_0$. The average over one cell of the potentials of all sheets equals the integral of one sheet's potential over all $z$, divided by $L$:

$$\frac1L\,\frac{2\pi\sigma}{q}\int_{-\infty}^{\infty}e^{-q|z|}dz=\frac{4\pi\sigma}{q^2L}=-\frac{4\pi\alpha}{L}\phi_s .$$

The macroscopic dielectric constant $\varepsilon_M(q)$ therefore obeys

$$\frac{1}{\varepsilon_M(q)}=1-\frac{4\pi\alpha/L}{S(q)} .$$

For $q\to0$, with $x=4\pi\alpha/L$, the right side is $1-x/(1+x)=1/(1+x)$, and the boxed law returns. At $q=0.05$ Å$^{-1}$ and $L=20$ Å, however, $\varepsilon_M=2.72$. If this value were put into $L(\varepsilon-1)/4\pi$, $\alpha$ would come out too small. The extraction needs the limit $q\to0$ at fixed $L$. A finite-difference solution of Poisson's equation reproduces $S$ and $1/\varepsilon_M$ within $10^{-3}$ for the cases given here; the values are in the numerical output.

## The normal direction follows another rule

The same supercell also has a dielectric constant $\varepsilon_\perp$ for a field along $z$. Here the roles of $D$ and $E$ are exchanged. Without free charge $\nabla\cdot\mathbf D=0$, and the lateral average of this equation gives $d\bar D_z/dz=0$. The quantity common to layer and vacuum is now $D$, which equals the field in the vacuum gap. Define $\alpha_\perp$ as the normal dipole per area divided by this field. Then $P=\alpha_\perp D/L$, and

$$E=D-4\pi P=D\left(1-\frac{4\pi\alpha_\perp}{L}\right),\qquad \frac1{\varepsilon_\perp}=1-\frac{4\pi\alpha_\perp}{L}.$$

The dipole lattice used above has $\varepsilon_\perp=1.387$ at 20 Å. This gives

$$\alpha_\perp=\frac{20\ \text{Å}}{4\pi}\left(1-\frac1{1.387}\right)=0.444\ \text{Å}$$

and predicts 1.162 at 40 Å, in agreement with the Ewald sum at that height. The in-plane formula would give $L(\varepsilon_\perp-1)/4\pi=\varepsilon_\perp\alpha_\perp$, which is 0.617 Å at the first height and 0.517 Å at the second. A "polarisability" that drifts in this way with the amount of vacuum is not a property of the layer.

## Beside a real layer and a real device

The thickness 6.6 Å and the lateral period 7 Å are rough values for monolayer CrI$_3$. The input $\varepsilon=3$ is a chosen number, so 3.18 Å is not offered as the polarisability of that material, and the square dipole lattice is not its crystal structure. With this thickness, a cell of 20 Å leaves a vacuum gap of 13.4 Å. For a rough barrier of $V=5$ eV, an electron amplitude decays in vacuum at the rate $\kappa=\sqrt{2m_eV}/\hbar=1.15$ Å$^{-1}$. Across the gap it falls by $e^{-\kappa\times13.4\,\text{Å}}\approx2\times10^{-7}$, so by this estimate electronic overlap is negligible at both heights.

A photonic device breaks the assumption of a static field. At the wavelength 1550 nm the photon energy is 0.80 eV. If the electronic response is modelled by one undamped oscillator at a rough energy of 4 eV, $\alpha$ grows by the factor $1/[1-(0.80/4)^2]=1.04$. The two dielectric constants become 3.08 and 2.04. The factor depends strongly on the oscillator energy: at 2 eV it would be 1.19, so a layer that absorbs at lower energy needs its own value. Among the effects estimated here for the 20 and 40 Å cells at $q\to0$, this is the largest. The ions, which were held fixed, would add to a truly static $\alpha$. At 0.80 eV, an ionic oscillator at a rough 0.03 eV retains about $10^{-3}$ of its static response, with opposite sign, so the clamped-ion value is the suitable starting point at this wavelength.

For the free-space wavevector at 1550 nm, $2\pi\alpha q=0.008$. In the electrostatic sheet model, an isolated layer thus screens a static potential of that wavelength by less than one per cent, although its supercell has $\varepsilon=3$. That model does not describe light itself, for which an in-plane wavevector of this size means grazing incidence. For light, 0.008 is the amplitude reflection of the free layer at normal incidence; for s-polarisation it rises to 0.016 at 60° and approaches 1 at grazing incidence. A device model should therefore not assign $\varepsilon=3$ to a film of arbitrary thickness. For in-plane fields and a film much thinner than the wavelength that takes the place of vacuum or air, it should keep $(\varepsilon-1)\times\text{thickness}=4.0$ nm, with the correction for dispersion. A film 2 nm thick with $\varepsilon=3$ satisfies this condition, and so does one 4 nm thick with $\varepsilon=2$. These have the heights and in-plane dielectric constants of the two supercells of the problem, and for in-plane fields they describe the same layer. For a field along the normal two isotropic films of this kind differ, since $(1-1/\varepsilon)\times\text{thickness}$ is 1.33 nm for the first and 2.0 nm for the second; the normal response must be set separately from $\alpha_\perp$.

The rule changes if the film is embedded in a host of dielectric constant $\varepsilon_h$. The film then displaces host material, and its in-plane effect is set by $(\varepsilon-\varepsilon_h)\times\text{thickness}$. In glass with $\varepsilon_h=2.1$ this is 1.8 nm for the first film and $-0.4$ nm for the second, so they are no longer equivalent. An embedded layer must be modelled with the thickness from which it really excludes the host.

## Values computed for the example and the checks

```
cell heights: 20 and 40 angstrom; input eps: 3.00
2D polarisability alpha: 3.1831 angstrom
sheet susceptibility 4 pi alpha: 4.000 nm
screening length 2 pi alpha: 20.00 angstrom
predicted eps at second height: 2.0000
alpha error for eps error 0.01 at L=20 angstrom: 0.0159 angstrom
alpha error for eps error 0.01 at L=40 angstrom: 0.0318 angstrom
dipole lattice period: 7.0 angstrom
bare dipole polarisability: 51.073 angstrom^3
dipole lattice eps at L=40 angstrom: 2.0000011
image field coefficient at L=14 angstrom, Ewald: -1.6180e-06 angstrom^-3
same, leading exponential: -1.6055e-06 angstrom^-3
relative alpha shift from images at L=7 angstrom: -1.298e-01
relative alpha shift from images at L=14 angstrom: -2.523e-04
relative alpha shift from images at L=20 angstrom: -1.148e-06
normal eps at the two heights, Ewald: 1.38746, 1.16229
normal alpha: 0.4445 angstrom; predicted second normal eps: 1.16229
linear rule misused for normal alpha: 0.6167, 0.5166 angstrom
slab thickness 6.6 angstrom: slab eps 7.061; Poisson cell eps 2.99996, 1.99992
slab thickness 5.0 angstrom: slab eps 9.000; Poisson cell eps 2.99994, 1.99991
L=20 angstrom, q=0.001 1/angstrom: sheet screening 3.00007 (formula 3.00007), eps_M 2.99987
L=20 angstrom, q=0.050 1/angstrom: sheet screening 3.16393 (formula 3.16395), eps_M 2.71831
L=40 angstrom, q=0.050 1/angstrom: sheet screening 2.31302 (formula 2.31304), eps_M 1.76160
L=300 angstrom, q=0.050 1/angstrom: sheet screening 1.99999 (formula 2.00000), eps_M 1.07143
isolated-sheet screening at q=0.050 1/angstrom: 2.00000
sheet screening shift on halving grid step: 1.45e-05
vacuum gap: 13.4 angstrom; barrier: 5.0 eV
tail decay constant: 1.146 1/angstrom; amplitude factor: 2.15e-07
photon energy at 1550 nm: 0.7999 eV
isolated-sheet 2 pi alpha q at that wavelength: 0.00811
oscillator energy: 4.0 eV; alpha factor: 1.0417
eps with dispersion at the two heights: 3.0833, 2.0417
phonon energy: 0.03 eV; ionic response relative to static: -1.41e-03
```
